# Blatt–Biedenharn expansion of unpolarised cross sections with Huby's phase correction: a program that tests the result

```python
"""Blatt-Biedenharn Legendre expansion with Huby's phase correction.

Result under test, for channel spins s -> sp and T = delta - S:
  dsigma/dOmega = sum_L B_L P_L(cos theta) / (k^2 (2s+1))
  B_L = (-1)^(sp-s)/4 sum Zbar(l1 J1 l2 J2; s L) Zbar(l1p J1 l2p J2; sp L)
        * Re(conj(T1) T2)
Zbar has no power of i and goes with S in the i^l Y_lm basis.
Z = i^(L-l1+l2) Zbar goes with S in the plain Y_lm basis.
l, lp: orbital momenta before and after; J: total angular momentum.
Model: spin-1/2 particle of electron mass, fixed spinless scatterer with
internal states a, b of opposite parity. Atomic units are used inside.
"""
from functools import lru_cache
from math import factorial, sqrt, pi
import numpy as np
from numpy.polynomial.legendre import legval, leggauss
from scipy import constants
from scipy.special import lpmv, spherical_jn, spherical_yn

HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
BOHR_A = constants.physical_constants["Bohr radius"][0] * 1e10


def fact(x):
    return factorial(int(round(x)))


def sign(n):
    return 1 - 2 * (int(round(n)) % 2)


def triangle(a, b, c):
    return abs(a - b) <= c <= a + b and (a + b + c) % 1 == 0


@lru_cache(maxsize=None)
def cg(j1, m1, j2, m2, J, M):
    """Clebsch-Gordan coefficient <j1 m1 j2 m2|J M>."""
    if m1 + m2 != M or not triangle(j1, j2, J):
        return 0.0
    if abs(m1) > j1 or abs(m2) > j2 or abs(M) > J:
        return 0.0
    norm = (2 * J + 1) * fact(J + j1 - j2) * fact(J - j1 + j2)
    norm *= fact(j1 + j2 - J) / fact(j1 + j2 + J + 1)
    for j, m in ((J, M), (j1, m1), (j2, m2)):
        norm *= fact(j + m) * fact(j - m)
    total = 0.0
    for t in range(int(round(j1 + j2 - J)) + 1):
        args = (j1 + j2 - J - t, j1 - m1 - t, j2 + m2 - t,
                J - j2 + m1 + t, J - j1 - m2 + t)
        if min(args) < 0:
            continue
        den = fact(t)
        for x in args:
            den *= fact(x)
        total += sign(t) / den
    return sqrt(norm) * total


@lru_cache(maxsize=None)
def sixj(a, b, c, d, e, f):
    """6j symbol {a b c; d e f}."""
    triads = ((a, b, c), (a, e, f), (d, b, f), (d, e, c))
    if not all(triangle(*t) for t in triads):
        return 0.0
    norm = 1.0
    for x, y, z in triads:
        norm *= fact(x + y - z) * fact(x - y + z) * fact(y + z - x)
        norm /= fact(x + y + z + 1)
    low = [int(round(sum(t))) for t in triads]
    high = [int(round(v)) for v in
            (a + b + d + e, b + c + e + f, a + c + d + f)]
    total = 0.0
    for t in range(max(low), min(high) + 1):
        den = 1
        for v in low:
            den *= factorial(t - v)
        for v in high:
            den *= factorial(v - t)
        total += sign(t) * (factorial(t + 1) / den)
    return sqrt(norm) * total


@lru_cache(maxsize=None)
def zbar(l1, J1, l2, J2, s, L):
    if (l1 + l2 + L) % 2 or not triangle(l1, l2, L):
        return 0.0
    racah_w = sign(l1 + J1 + l2 + J2) * sixj(l1, J1, s, J2, l2, L)
    root = sqrt((2*l1 + 1) * (2*l2 + 1) * (2*J1 + 1) * (2*J2 + 1))
    return root * cg(l1, 0, l2, 0, L, 0) * racah_w


def coefficients(elements, s, sp, with_i_phase=False):
    """B_L from a list of (J, l, lp, T)."""
    lmax = max(e[1] for e in elements)
    B = np.zeros(2 * lmax + 1)
    for J1, l1, p1, T1 in elements:
        for J2, l2, p2, T2 in elements:
            weight = (np.conj(T1) * T2).real
            for L in range(abs(l1 - l2), l1 + l2 + 1, 2):
                z = zbar(l1, J1, l2, J2, s, L) * zbar(p1, J1, p2, J2, sp, L)
                if z == 0.0:
                    continue
                if with_i_phase:
                    z *= sign((L - l1 + l2) // 2 + (L - p1 + p2) // 2)
                B[L] += z * weight
    return 0.25 * sign(sp - s) * B


def ylm(l, m, c):
    """Spherical harmonic at azimuth zero, c = cos(theta)."""
    n = int(round(abs(m)))
    if n > l:
        return np.zeros_like(c)
    y = sqrt((2*l + 1) / (4*pi) * factorial(l - n) / factorial(l + n))
    y = y * lpmv(n, l, c)
    return y * sign(n) if m < 0 else y


def amplitude(elements, s, m, sp, mp, c, k):
    """Scattering amplitude from T in the plain Y_lm basis."""
    f = np.zeros(len(c), complex)
    for J, l, lp, T in elements:
        w = cg(l, 0, s, m, J, m) * cg(lp, m - mp, sp, mp, J, m)
        if w != 0.0:
            f += 1j**(l - lp) * sqrt(2*l + 1) * w * T * ylm(lp, m - mp, c)
    return 1j * sqrt(pi) / k * f


def spin_average(elements, c, k):
    """Explicit projection sum for channel spins one half."""
    total = np.zeros(len(c))
    for m in (-0.5, 0.5):
        for mp in (-0.5, 0.5):
            total += abs(amplitude(elements, 0.5, m, 0.5, mp, c, k))**2
    return total / 2


def error(x, y):
    return np.max(np.abs(np.asarray(x) - y)) / np.max(np.abs(y))


# --- random matrices, fragments of spin 1/2 and 1, individual spins summed ---
rng = np.random.default_rng(7)
c_test = np.array([-0.9, -0.3, 0.2, 0.75])
k_test = 0.8
spins = (0.5, 1.5)
groups = {(s, sp): [] for s in spins for sp in spins}
for J in (0.5, 1.5, 2.5):
    states = [(l, s) for l in range(3) for s in spins if triangle(l, s, J)]
    for l, s in states:
        for lp, sp in states:
            T = rng.normal() + 1j * rng.normal()
            groups[s, sp].append((J, l, lp, T))
channel_states = [(s, -s + n) for s in spins for n in range(int(2*s + 1))]
product_states = [(a, b) for a in (-0.5, 0.5) for b in (-1, 0, 1)]
U = np.array([[cg(0.5, a, 1, b, s, m) for s, m in channel_states]
              for a, b in product_states])
F = np.array([[amplitude(groups[s, sp], s, m, sp, mp, c_test, k_test)
               for s, m in channel_states] for sp, mp in channel_states])
F_product = np.einsum("ai,ijt,bj->abt", U, F, U)
direct_random = np.sum(abs(F_product)**2, axis=(0, 1)) / 6
formula_random = np.zeros(len(c_test))
for (s, sp), items in groups.items():
    rephased = [(J, l, lp, 1j**(l - lp) * T) for J, l, lp, T in items]
    formula_random += legval(c_test, coefficients(rephased, s, sp))
formula_random /= 6 * k_test**2
random_error = error(formula_random, direct_random)
assert random_error < 1e-10

# --- matrix element of sigma.rhat between spinor harmonics, by quadrature ---
nodes, weights = leggauss(40)
sine = np.sqrt(1 - nodes**2)


def spinor(l, J, M):
    return [cg(l, M - q, 0.5, q, J, M) * ylm(l, M - q, nodes)
            for q in (0.5, -0.5)]


for l, J in ((0, 0.5), (1, 0.5), (1, 1.5), (2, 1.5), (3, 3.5)):
    up, down = spinor(l, J, 0.5)
    bra_up, bra_down = spinor(int(2*J - l), J, 0.5)
    integrand = (bra_up * (nodes*up + sine*down)
                 + bra_down * (sine*up - nodes*down))
    assert abs(2*pi*np.sum(weights*integrand) + 1) < 1e-10

# --- two-channel model ---
energy_eV, gap_eV, depth_eV, coupling_eV, width_A = 6.0, 2.0, 10.0, 5.0, 1.5
width = width_A / BOHR_A
depth, strength = depth_eV / HARTREE_EV, coupling_eV / HARTREE_EV
ka = sqrt(2 * energy_eV / HARTREE_EV)
kb = sqrt(2 * (energy_eV - gap_eV) / HARTREE_EV)
radius = 6 * width
LMAX = 10


def coupling_shape(r):
    return r / width * np.exp(-(r / width)**2)


@lru_cache(maxsize=None)
def chebyshev(n):
    x = np.cos(pi * np.arange(n + 1) / n)
    w = np.ones(n + 1)
    w[0] = w[-1] = 2
    w *= (-1.0)**np.arange(n + 1)
    D = np.outer(w, 1/w) / (x[:, None] - x[None, :] + np.eye(n + 1))
    D -= np.diag(D.sum(axis=1))
    D *= 2 / radius
    return radius * (1 + x) / 2, D, D @ D


def s_matrix(la, lb, factor, v0, g0, n=64):
    """2x2 S matrix; factor multiplies g(r) in the a -> b element."""
    r, D, D2 = chebyshev(n)
    ri, inner = r[1:n], D2[1:n, 1:n]
    well = -v0 * np.exp(-(ri / width)**2)
    g = g0 * coupling_shape(ri)
    Wa = la*(la + 1)/ri**2 + 2*well - ka**2
    Wb = lb*(lb + 1)/ri**2 + 2*well - kb**2
    A = np.block([[inner - np.diag(Wa), -np.diag(2*np.conj(factor)*g)],
                  [-np.diag(2*factor*g), inner - np.diag(Wb)]])
    edge, zero = -D2[1:n, 0], np.zeros(n - 1)
    rhs = np.column_stack([np.r_[edge, zero], np.r_[zero, edge]])
    u = np.linalg.solve(A, rhs)
    logder = D[0, 0]*np.eye(2) + np.vstack([D[0, 1:n] @ u[:n - 1],
                                            D[0, 1:n] @ u[n - 1:]])
    out, dout = [], []
    for l, k in ((la, ka), (lb, kb)):
        x = k * radius
        h = -spherical_yn(l, x) + 1j*spherical_jn(l, x)
        dh = -spherical_yn(l, x, True) + 1j*spherical_jn(l, x, True)
        out.append(x * h / sqrt(k))
        dout.append(k * (h + x*dh) / sqrt(k))
    O, dO = np.diag(out), np.diag(dout)
    return np.linalg.solve(dO - logder @ O, dO.conj() - logder @ O.conj())


blocks = [(la + d, la, int(2*(la + d) - la)) for la in range(LMAX + 1)
          for d in (0.5, -0.5) if la + d > 0]
S_adapted, S_plain = {}, {}
unitarity = grid_error = 0.0
for J, la, lb in blocks:
    S = s_matrix(la, lb, -(lb - la), depth, strength)
    P = s_matrix(la, lb, -1j, depth, strength)
    finer = s_matrix(la, lb, -(lb - la), depth, strength, n=84)
    unitarity = max(unitarity, np.max(abs(S.conj().T @ S - np.eye(2))))
    grid_error = max(grid_error, np.max(abs(S - finer)))
    assert abs(S[0, 1] - S[1, 0]) < 1e-6
    assert abs(P[0, 1] + P[1, 0]) < 1e-6
    assert abs(S[1, 0] - 1j**(la - lb) * P[1, 0]) < 1e-6
    # multiplying state b by a phase i makes the plain matrix symmetric too
    assert abs(1j*P[1, 0] - (-1j)*P[0, 1]) < 1e-6
    S_adapted[J, la], S_plain[J, la] = S, P
assert unitarity < 1e-6 and grid_error < 1e-6
assert max(abs(S_plain[J, la][1, 0]) for J, la, lb in blocks) > 0.05

inel = [(J, la, lb, -S_adapted[J, la][1, 0]) for J, la, lb in blocks]
inel_plain = [(J, la, lb, -S_plain[J, la][1, 0]) for J, la, lb in blocks]
elas = [(J, la, la, 1 - S_adapted[J, la][0, 0]) for J, la, lb in blocks]
B = coefficients(inel, 0.5, 0.5)
B_plain = coefficients(inel_plain, 0.5, 0.5, with_i_phase=True)
B_mismatch = coefficients(inel, 0.5, 0.5, with_i_phase=True)
B_elastic = coefficients(elas, 0.5, 0.5)
B_short = coefficients([e for e in inel if e[1] <= LMAX - 2], 0.5, 0.5)
truncation = error(B_short, B[:len(B_short)])
assert truncation < 1e-4

norm = 1 / (2 * ka**2)
direct = spin_average(inel_plain, nodes, ka)
direct_elastic = spin_average(elas, nodes, ka)
expansion_error = error(norm*legval(nodes, B), direct)
assert expansion_error < 1e-5
assert error(norm*legval(nodes, B_plain), direct) < 1e-5
assert error(norm*legval(nodes, B_elastic), direct_elastic) < 1e-9
mismatch_error = error(norm*legval(nodes, B_mismatch), direct)
assert mismatch_error > 0.1

# --- integrated cross sections, mean cosine, optical theorem ---
sigma_inel = 4*pi*norm*B[0]
sigma_elas = 4*pi*norm*B_elastic[0]
partial_sum = pi/ka**2 * sum((2*J + 1)/2 * abs(T)**2 for J, l, p, T in inel)
assert abs(sigma_inel/partial_sum - 1) < 1e-10
assert abs(2*pi*np.sum(weights*direct)/sigma_inel - 1) < 1e-5
assert abs(B_mismatch[0]/B[0] - 1) < 1e-10
mean_cos = B[1] / (3*B[0])
mean_cos_bad = B_mismatch[1] / (3*B_mismatch[0])
assert abs(np.sum(weights*nodes*direct)/np.sum(weights*direct)
           - mean_cos) < 1e-5
forward = amplitude(elas, 0.5, 0.5, 0.5, 0.5, np.array([1.0]), ka)[0]
sigma_optical = 4*pi/ka * forward.imag
assert abs(sigma_optical/(sigma_inel + sigma_elas) - 1) < 1e-5

# --- weak coupling against the plane-wave Born amplitude ---
scale = 1e-3
weak = [(J, la, lb, -s_matrix(la, lb, -(lb - la), 0.0, scale*strength)[1, 0])
        for J, la, lb in blocks]
B_weak = coefficients(weak, 0.5, 0.5) / scale**2
B_weak_bad = coefficients(weak, 0.5, 0.5, with_i_phase=True) / scale**2
x_rad, w_rad = leggauss(120)
r_rad, w_rad = radius*(1 + x_rad)/2, radius*w_rad/2


def born(c):
    q = np.sqrt(ka**2 + kb**2 - 2*ka*kb*np.asarray(c))
    radial = spherical_jn(1, np.outer(q, r_rad)) @ (
        w_rad * strength * coupling_shape(r_rad) * r_rad**2)
    closed = strength*sqrt(pi)*q*width**4/8 * np.exp(-(q*width)**2/4)
    assert error(radial, closed) < 1e-9
    return 4 * kb/ka * radial**2


born_error = error(norm*legval(nodes, B_weak), born(nodes))
assert born_error < 1e-4
assert error(norm*legval(nodes, B_weak_bad), born(nodes)) > 0.1

# --- the s->p and p->s pair with J = 1/2, by hand ---
t_sp, t_ps = -S_adapted[0.5, 0][1, 0], -S_adapted[0.5, 1][1, 0]
pair = [(0.5, 0, 1, t_sp), (0.5, 1, 0, t_ps)]
B_pair = coefficients(pair, 0.5, 0.5)
assert abs(B_pair[0] - (abs(t_sp)**2 + abs(t_ps)**2)/2) < 1e-12
assert abs(B_pair[1] - (np.conj(t_sp)*t_ps).real) < 1e-12

area = BOHR_A**2
print(f"collision energy {energy_eV:.1f} eV, excitation {gap_eV:.1f} eV")
print(f"well depth {depth_eV:.1f} eV, coupling g0 {coupling_eV:.1f} eV")
print(f"width w {width_A:.2f} angstrom, largest l in channel a {LMAX}")
print(f"wave number a {ka/BOHR_A:.5f}, b {kb/BOHR_A:.5f} 1/angstrom")
print("S_ba in i^l Y basis, then plain Y basis (dimensionless):")
for J, la, lb in blocks[:7]:
    z, p = S_adapted[J, la][1, 0], S_plain[J, la][1, 0]
    print(f" J={J} la={la} lb={lb}: {z.real:+.5f}{z.imag:+.5f}i"
          f"  {p.real:+.5f}{p.imag:+.5f}i")
print(f"Zbar(0 1/2 0 1/2; 1/2 0) = {zbar(0, .5, 0, .5, .5, 0):+.6f}")
print(f"Zbar(0 1/2 1 1/2; 1/2 1) = {zbar(0, .5, 1, .5, .5, 1):+.6f}")
print(f"s-p pair alone: B_0 = {B_pair[0]:.6f}, B_1 = {B_pair[1]:+.6f}")
print("L, B_L inelastic, B_L mismatched phase, B_L elastic:")
for L in range(8):
    print(f" {L} {B[L]:+.6f} {B_mismatch[L]:+.6f} {B_elastic[L]:+.6f}")
print("angle (deg), dsigma/dOmega in angstrom^2/sr:")
print(" inelastic, projection sum, mismatched phase, elastic")
degrees = np.array([0, 30, 60, 90, 120, 150, 180])
c_out = np.cos(np.radians(degrees))
table = [norm*legval(c_out, B), spin_average(inel_plain, c_out, ka),
         norm*legval(c_out, B_mismatch), norm*legval(c_out, B_elastic)]
for i, d in enumerate(degrees):
    print(f" {d:3d} " + " ".join(f"{col[i]*area:.6f}" for col in table))
print(f"inelastic cross section {sigma_inel*area:.5f} angstrom^2"
      f" = {sigma_inel:.5f} bohr^2")
print(f"elastic cross section {sigma_elas*area:.5f} angstrom^2")
print(f"optical-theorem total {sigma_optical*area:.5f} angstrom^2")
print(f"mean cosine {mean_cos:+.5f}, mismatched {mean_cos_bad:+.5f}")
print("weak coupling, no well, dsigma/dOmega/scale^2 in angstrom^2/sr:")
print(f" coupling scale factor {scale:.0e}")
print(" angle (deg), Zbar expansion, plane-wave Born, mismatched")
weak_table = [norm*legval(c_out, B_weak), born(c_out),
              norm*legval(c_out, B_weak_bad)]
for i in (0, 2, 3, 4, 6):
    print(f" {degrees[i]:3d} "
          + " ".join(f"{col[i]*area:.6f}" for col in weak_table))
print(f"relative errors: random {random_error:.1e}, model"
      f" {expansion_error:.1e}, Born {born_error:.1e}")
print(f"unitarity {unitarity:.1e}, grid {grid_error:.1e},"
      f" partial waves {truncation:.1e}")
print(f"largest mismatch error / largest cross section {mismatch_error:.4f}")
print("all assertions hold")
```

It prints:

```
collision energy 6.0 eV, excitation 2.0 eV
well depth 10.0 eV, coupling g0 5.0 eV
width w 1.50 angstrom, largest l in channel a 10
wave number a 1.25491, b 1.02463 1/angstrom
S_ba in i^l Y basis, then plain Y basis (dimensionless):
 J=0.5 la=0 lb=1: -0.11442-0.03860i  +0.03860-0.11442i
 J=1.5 la=1 lb=2: -0.26688+0.15156i  -0.15156-0.26688i
 J=0.5 la=1 lb=0: +0.33042+0.17157i  +0.17157-0.33042i
 J=2.5 la=2 lb=3: -0.04135+0.11792i  -0.11792-0.04135i
 J=1.5 la=2 lb=1: +0.53676-0.21367i  -0.21367-0.53676i
 J=3.5 la=3 lb=4: -0.00152+0.02321i  -0.02321-0.00152i
 J=2.5 la=3 lb=2: +0.04625-0.17860i  -0.17860-0.04625i
Zbar(0 1/2 0 1/2; 1/2 0) = +1.414214
Zbar(0 1/2 1 1/2; 1/2 1) = +1.414214
s-p pair alone: B_0 = 0.076597, B_1 = -0.044428
L, B_L inelastic, B_L mismatched phase, B_L elastic:
 0 +0.582103 +0.582103 +5.704102
 1 +0.585234 +0.826693 +12.478105
 2 +0.227481 +0.846865 +12.428424
 3 -0.416442 +0.904977 +8.172071
 4 -0.348018 +0.551785 +3.919989
 5 -0.207899 +0.268617 +1.525201
 6 -0.077456 +0.091825 +0.474662
 7 -0.021654 +0.024490 +0.123646
angle (deg), dsigma/dOmega in angstrom^2/sr:
 inelastic, projection sum, mismatched phase, elastic
   0 0.100745 0.100745 1.303001 14.243184
  30 0.372684 0.372684 0.643818 8.396199
  60 0.343270 0.343270 0.124696 1.903582
  90 0.114540 0.114540 0.107419 0.260003
 120 0.056537 0.056537 0.095012 0.108491
 150 0.101503 0.101503 0.047157 0.098029
 180 0.139944 0.139944 0.016612 0.079776
inelastic cross section 2.32248 angstrom^2 = 8.29372 bohr^2
elastic cross section 22.75825 angstrom^2
optical-theorem total 25.08073 angstrom^2
mean cosine +0.33513, mismatched +0.47339
weak coupling, no well, dsigma/dOmega/scale^2 in angstrom^2/sr:
 coupling scale factor 1e-03
 angle (deg), Zbar expansion, plane-wave Born, mismatched
   0 0.088380 0.088380 2.275711
  60 0.525221 0.525221 0.257724
  90 0.242356 0.242356 0.025760
 120 0.084992 0.084992 0.007772
 180 0.026583 0.026583 0.004235
relative errors: random 2.5e-16, model 6.3e-14, Born 1.7e-07
unitarity 2.1e-15, grid 1.7e-12, partial waves 2.8e-06
largest mismatch error / largest cross section 2.7458
all assertions hold
```
